# Outer-Ring Saddles in Vacancy-Mediated Donor Transport on the Diamond Lattice

## The decision: where to stop computing the attraction

A calculation of donor diffusion by vacancies needs a table of vacancy energies around the donor, and someone must decide at which neighbour shell the table may end. Stopping at the second shell looks safe if the binding there is strong. On the diamond lattice it can cap pair migration at little more than one passage per encounter and give the donor flux the wrong sign.

The requirement needs careful wording. A donor can make isolated hops with no attraction at all. What can need a longer-ranged attraction is sustained migration as a pair, and drag of the donor along the vacancy flux. When the bonds closer to the donor are fast and the saddles for escape keep their free height, the controlling quantity is the saddle between the second and third neighbour sites. Whether lowering it takes a well at the third neighbour depends on how saddles follow wells.

**Conventions.** The cubic lattice constant is $a$ and the bond length $d$, with $d^2=3a^2/16$. A vacancy far from the donor hops across each bond at rate $w_0$; $c_V$ is the site fraction of free vacancies. Site $i$ has well depth $b_i\ge 0$, which vanishes beyond the third shell. The saddle between $i$ and $j$ lies $\delta_{ij}$ below the free-migration saddle. With equal prefactors,

$$w_{ij}=w_0e^{(\delta_{ij}-b_i)/kT},\qquad \pi_i=e^{b_i/kT},\qquad \pi_iw_{ij}=w_0g_{ij},\qquad g_{ij}=e^{\delta_{ij}/kT}.$$

Here $\pi_i$ is the equilibrium weight relative to a free site. The conductance $g_{ij}$ is symmetric, which is detailed balance. Donor–vacancy exchange has conductance $g_x$, defined in the same way. Until the last section but one, the barrier has its free height above the higher end well, so $\delta_{ij}=\min(b_i,b_j)$. I write $\gamma=g_{23}$; bonds leaving the first three shells then have $g=1$.

## Contribution 1: geometry

Put the donor at the origin and let $\mathbf s_1,\dots,\mathbf s_4$ be its bond vectors, with $\sum_i\mathbf s_i=0$. Sites on the donor's sublattice have bonds $+\mathbf s_k$, the others $-\mathbf s_k$. For distinct indices:

- The first neighbour $\mathbf s_i$ leads to the donor and to three second neighbours $\mathbf s_i-\mathbf s_j$.
- The second neighbour $\mathbf s_i-\mathbf s_j$ leads back to $\mathbf s_i$, to two third neighbours $\mathbf s_i+\mathbf s_k-\mathbf s_j$, and to one fifth neighbour $2\mathbf s_i-\mathbf s_j$.
- The third neighbour $\mathbf s_i+\mathbf s_k-\mathbf s_j$ leads to the second neighbours $\mathbf s_i-\mathbf s_j$ and $\mathbf s_k-\mathbf s_j$, and by two bonds out of the first three shells.

Without the donor site, shells 1 and 2 are therefore four separate branches. A vacancy confined to them can exchange with the donor only across one bond, back and forth, and the long-time diffusion coefficient is zero. The third shell joins the branches. For each pair $i,k$ there are two choices of $j$, hence two six-membered rings.

## Contribution 2: the third well and the outer saddle

The probability that the next hop from $i$ goes to $j$ is

$$\frac{w_{ij}}{\sum_l w_{il}}=\frac{g_{ij}}{\sum_l g_{il}}.$$

The well depth $b_i$ has cancelled. A deeper third-neighbour well at fixed saddles makes the vacancy wait longer there but does not change where it goes. It also leaves donor diffusion per free vacancy unchanged: the greater occupation compensates the slower hops. This was tested with the full equations of motion.

Hitting probabilities $h_i$ obey $\sum_jg_{ij}(h_i-h_j)=0$, the equations for voltages in a resistor network. Eliminating all sites beyond the first shell leaves, by tetrahedral symmetry, a conductance $G$ between each pair of first neighbours and $H$ from each to infinity. From one first neighbour, the vacancy reaches a different one before being lost with probability

$$q=\frac{3G}{3G+H}.$$

An exchange with the donor merely inverts the surroundings and leaves the vacancy a first neighbour, so it does not affect this count. The mean number of ring passages per encounter is

$$M=\sum_{n=1}^{\infty}q^n=\frac{q}{1-q}=\frac{3G}{H}.$$

**The ring-path model.** Count any departure from the first three shells as a loss. Let $\phi_i$ be the voltage at $\mathbf s_i$ and $\psi_{ij}$ that at $\mathbf s_i-\mathbf s_j$. Current balance at the third neighbour between $\psi_{ij}$ and $\psi_{kj}$ gives its voltage as

$$\chi=\frac{\gamma(\psi_{ij}+\psi_{kj})}{2\gamma+2}.$$

Define $x=\gamma^2/[2(\gamma+1)]$, $B=2\gamma+1$, $A=g_{12}+B$ and $S_j=\sum_{k\ne j}\psi_{kj}$. Balance at a second neighbour, which has two third neighbours, reads

$$A\psi_{ij}=g_{12}\phi_i+x\sum_{k\ne i,j}(\psi_{ij}+\psi_{kj})
=g_{12}\phi_i+x(\psi_{ij}+S_j).$$

Summing over the three $i\ne j$ gives $(A-4x)S_j=g_{12}\sum_{i\ne j}\phi_i$.

To find $G$, set $\phi_1=1$ and the other $\phi_i=0$. Then $S_1=0$ and $S_j=g_{12}/(A-4x)$ for $j\ne1$. The current into $\mathbf s_2$ is $g_{12}(\psi_{21}+\psi_{23}+\psi_{24})$, with $\psi_{2j}=xS_j/(A-x)$, so

$$G=\frac{2xg_{12}^2}{(A-x)(A-4x)}.$$

To find $H$, set every $\phi_i=1$. Then $S_j=3\psi$, $\psi=g_{12}/(A-4x)$, and

$$H=3g_{12}(1-\psi)=\frac{3g_{12}(B-4x)}{A-4x}.$$

Therefore

$$M=\frac{2xg_{12}}{(g_{12}+B-x)(B-4x)}<\frac{2x}{B-4x}=\frac{\gamma^2}{3\gamma+1}.$$

The last step uses $2x=\gamma^2/(\gamma+1)$ and $B-4x=(3\gamma+1)/(\gamma+1)$. The inequality holds because $B-x>0$.

With free outer saddles, $\gamma=1$, and this model allows fewer than $1/4$ passage per encounter however deep the inner wells. For large $\gamma$ the bound grows as $\gamma/3$. The full lattice also lets departed vacancies return. Its value at $\gamma=1$ is larger, but it too saturates, at $M\approx1.38$, as the inner saddles are lowered.

## Contribution 3: the donor diffusion coefficient

A particular first neighbour holds a vacancy with probability $c_V\pi_1$, so the donor's total jump rate is $4w_0c_Vg_x$. Uncorrelated jumps would give $(d^2/6)\,4w_0c_Vg_x$. Successive jumps are correlated because the same vacancy remains nearby.

After a jump along $\mathbf u$, the vacancy sits behind the donor at $-\mathbf u$. Let $p_0$ be the probability that its next exchange occurs from that site, and $p_1$ that from each other first neighbour. The cosines between the jumps are $-1$ and $+1/3$, so the mean cosine is $t=-p_0+3p_1/3=p_1-p_0$. A fresh vacancy contributes zero on average. The reduced network gives

$$(g_x+3G+H)p_0=g_x+3Gp_1,\qquad
(g_x+3G+H)p_1=Gp_0+2Gp_1.$$

Subtracting, with $K=H+4G$,

$$p_0-p_1=\frac{g_x}{g_x+K}.$$

Each jump axis is a threefold axis, so the mean next jump is $t\mathbf u$, and the mean $m$th later jump is $t^m\mathbf u$. The correlation factor is

$$f=1+2\sum_{m=1}^{\infty}t^m=\frac{1+t}{1-t}=\frac{K}{K+2g_x},$$

and hence

$$D=\frac23d^2w_0c_V\,\ell=\frac{a^2w_0c_V}{8}\,\ell,\qquad \ell=\frac{g_xK}{2g_x+K}.$$

For a uniform lattice $g_x=1$ and the computed $K$ is 2.00, giving $f=0.500$ and $\ell=1/2$. This is the reference value $D_{\rm self}$.

If exchange is fast, $\ell\to K/2$. If the inner bonds are also fast and $\gamma\gg1$, each pair of first neighbours is joined by two paths of conductance $\gamma/2$. Then $G\to\gamma$ and $K\to4\gamma$, so $D\propto c_Ve^{\delta_{23}/kT}$: the activation energy falls by the outer saddle lowering. Meanwhile $H$ stays finite, since even perfectly conducting shells form a body of finite size in three dimensions. This is why $M$ also grows in proportion to $\gamma$.

## Contribution 4: drag

Diffusion alone does not say which way a vacancy flux pushes the donor. Let $L_{dd}$ and $L_{dv}$ be the donor's linear response to a force on the donor and on the vacancy. If $L_{dv}>0$, a gradient of vacancy chemical potential drives donors in the same direction as vacancies.

Apply a force $\mathbf F$, measured in units of $kT$ per length, to the vacancy. Write the occupation of site $i$ as its equilibrium value times $1+u_i$. To first order, the current from $i$ to $j$, in units of $w_0c_V$, is

$$g_{ij}[u_i-u_j+\mathbf F\cdot(\mathbf r_j-\mathbf r_i)]=g_{ij}(U_i-U_j),\qquad U_i=u_i-\mathbf F\cdot\mathbf r_i.$$

In an exchange from $\mathbf s$ the vacancy moves by $-\mathbf s$ and the donor by $+\mathbf s$. The new relative position is $-\mathbf s$, on the inverted lattice. The force is odd under inversion, so the new perturbation is $-u_s$. The exchange current is

$$g_x[u_s-(-u_s)-\mathbf F\cdot\mathbf s]=g_x(2U_s+\mathbf F\cdot\mathbf s).$$

By symmetry $U_s=y\,\mathbf F\cdot\mathbf s$. These four voltages sum to zero, so they drive an outward current $(H+4G)U_s=KU_s$ from each first neighbour. Far away $U\to-\mathbf F\cdot\mathbf r$. This field alone, with the first neighbours grounded, draws an outward current $J\,\mathbf F\cdot\mathbf s$, which defines $J$. In the steady state

$$Ky+J+g_x(2y+1)=0\quad\Rightarrow\quad y=-\frac{J+g_x}{K+2g_x},$$

and the exchange current per $\mathbf F\cdot\mathbf s$ is

$$g_x(2y+1)=\frac{g_x(K-2J)}{K+2g_x}.$$

If the force acts on the donor instead, it biases only the exchange. There is no far field, so $J$ is absent and the current is $g_xK/(K+2g_x)$, in agreement with $\ell$. The ratio is

$$\frac{L_{dv}}{L_{dd}}=1-\frac{2J}{K}.$$

In the uniform lattice $u=0$ solves the equations, so $y=-1$ and $J=K+1=3$. The ratio is $-2=-1/f$. Each exchange moves donor and vacancy oppositely, which fixes the sign and alone would give $-1$; the factor $1/f$ appears because correlation halves $L_{dd}$, while with $u=0$ the exchange current driven by a force on the vacancy keeps its uncorrelated size. Drag needs $K>2J$. If the inner bonds stay much faster than the outer ones, $g_{12}\gg\gamma\gg1$, then $K$ grows as $4\gamma$, while $J$, the current collected by a finite grounded cluster from a fixed field, stays bounded. The ratio then tends to $+1$, the value for a pair moving as one body.

## Weighing the contributions

Take $kT=0.004$ hartree (1263 K), $b_1=0.040$, $b_2=0.030$ and an exchange-saddle lowering of 0.030 hartree. These are round model parameters. Thus $g_{12}=g_x=e^{7.5}\approx1808$, and only $b_3$ varies. The lattice columns include returning vacancies, so $M$ there counts every passage from one first neighbour to another, including those by routes longer than the six-membered ring.

| $b_3$ (hartree) | $\gamma$ | $M$, ring | $M$, lattice | $D/D_{\rm self}$ | $L_{dv}/L_{dd}$ |
|---|---|---|---|---|---|
| 0 | 1.00 | 0.25 | 1.37 | 6.2 | −1.65 |
| 0.004 | 2.72 | 0.80 | 3.46 | 13.1 | −0.34 |
| 0.008 | 7.39 | 2.34 | 9.07 | 31.4 | 0.42 |
| 0.012 | 20.1 | 6.47 | 24.1 | 79.6 | 0.77 |
| 0.016 | 54.6 | 17.3 | 63.4 | 199.5 | 0.91 |

In the last row $K=211.17$, so

$$\ell=\frac{1808\times211.17}{2\times1808+211.17}\approx99.8,\qquad \frac{D}{D_{\rm self}}=\frac{99.8}{0.500}\approx200.$$

With $J=9.15$, the drag ratio is $1-18.30/211.17=0.91$.

In the first row only the inner and exchange saddles are lowered. Together they raise $D$ about sixfold, but this gain saturates, and the donor still moves against the vacancy flux. The third-neighbour attraction supplies a further factor of $199.5/6.2\approx32$ and reverses the flux. Drag begins at $b_3=0.0055$ hartree (0.149 eV), or about $1.4\,kT$; in units of $kT$ this threshold hardly depends on the inner wells once $g_{12}\gg\gamma$ (it rises to about $1.5\,kT$ for $b_2=3\,kT$), but it belongs to this saddle rule with free escape saddles, and as an energy it scales with temperature.

The ring model gives the right trend but underestimates $M$ by a factor of 5.5 in the first row and 3.7 in the last. It explains the mechanism; the full lattice is needed for numbers. The lattice results come from a ball of radius $6a$. In the last row, enlarging it to $8a$ changes $K$, $J$ and $M$ by at most about 0.1%. The last digits shown are still not all converged: on the infinite lattice the last-row $J$ is 9.13 rather than 9.15, and in the first row the drag ratio is $-1.64$ and $D/D_{\rm self}$ is 6.15.

The formulas for $D$ and drag were tested against decay rates of density waves, obtained from the full donor–vacancy equations in a periodic cell. The largest relative error in $D$ was $5\times10^{-7}$, and the largest absolute error in the drag ratio $5\times10^{-5}$.

These results assume few paired donors. In the last row the pair weights sum to $4e^{10}+12e^{7.5}+12e^4\approx1.1\times10^5$, so $c_V$ must be well below $10^{-5}$. Otherwise many donors already hold a vacancy, and the response per donor no longer grows linearly with $c_V$.

## When the third well is not needed

Suppose instead that saddles follow the mean of their end wells, $\delta_{ij}=(b_i+b_j)/2$. With $b_3=0$, the outer saddle is still lowered by $b_2/2=0.015$ hartree, giving $\gamma=e^{3.75}\approx42.5$. The bond from the second to the fifth neighbour is lowered equally. A vacancy that takes it meets one bond back of conductance 42.5 and three onward bonds of conductance 1, so its next hop is a return with probability $42.5/45.5\approx0.93$.

The computed result is $M=42$ and a drag ratio of 0.83, with no third-neighbour well. The practical rule is therefore to compute the second-to-third saddle itself, together with the competing escape saddles. A table of binding energies cannot settle the matter without a justified saddle rule.

## Contribution 5: the Fermi level

A positive donor attracts a negative vacancy more than a neutral one. Consider a neutral vacancy with no attraction and a singly negative one with the parameters of the last table row. Assume equal free hop rates and no change of charge during an encounter. The Coulomb attraction of the charged pair beyond the third shell is left out. In a real semiconductor it does not vanish there. In silicon the unscreened attraction is about $2\,kT$ at the fourth and fifth shells at this temperature, larger than the drag threshold found above. Under the same saddle rule it lowers the escape saddles and weakens drag: including it out to $2.5a$ moves the onset from $b_3\approx1.4\,kT$ to about $2\,kT$ and lowers the last-row ratio from 0.91 to 0.81–0.86, depending on screening. Near the threshold even the sign therefore needs the wells and saddles further out. For nondegenerate electrons both the electron density $n$ and the negative-to-neutral population ratio are proportional to $e^{\mu/kT}$, where $\mu$ is the electron chemical potential. The population ratio is thus $\rho\,n/n_i$, with $n_i$ the intrinsic density; choose $\rho=0.001$. The concentration of free neutral vacancies is held fixed; in equilibrium it does not depend on $\mu$. Independent encounters add:

$$L_{dd}\propto0.500+0.0998\,\frac{n}{n_i},\qquad
L_{dv}\propto-1.00+0.091\,\frac{n}{n_i}.$$

The coefficients are $\rho\ell=0.001\times99.8$ and the same number times 0.91. At $n=10n_i$, $D$ is $1.498/0.600=2.5$ times its value at $n_i$, and the drag ratio is $-0.06$. The donor flux reverses at $n/n_i=1.00/0.091\approx11$. At $n=100n_i$ the linear law gives a drag ratio of 0.77, but only for a material whose electrons are still nondegenerate at that density. In silicon at 1263 K they are not: $100n_i$ exceeds the effective density of states of the conduction band, and the donors are then dense enough that their first three shells often overlap, so encounters are no longer independent. Even $11n_i$ is 0.2–0.3 of that density of states, and Fermi–Dirac statistics move the reversal to about $10n_i$.

Doping can thus change more than the number of vacancies: in this model it changes which charge state carries the donor, and with it the flux direction. The linear law fails for degenerate electrons, and rapid charge exchange during an encounter would require a network with coupled charge states. The numerical output below gives the remaining values.

## Numbers as computed

```
kT = 0.0040 hartree; temperature = 1263 K
b1, b2, exchange-saddle lowering = 0.040, 0.030, 0.030 hartree
sites in shells 1, 2, 3 = 4 12 12
components: shells 1-2, shells 1-3 = 4 1
largest relative error, ring formula = 6.1e-14
largest relative error, diffusion formula = 4.6e-07
largest absolute error, drag ratio = 5.1e-05
relative change on deepening third well only = 1.3e-07
uniform lattice: K = 2.001, J = 3.001
uniform lattice: f = 0.500, drag ratio = -2.000
Inner binding only, outer saddles free (dimensionless):
 inner lowering/kT = 5: M = 1.357, K = 6.09, drag = -1.65
 inner lowering/kT = 10: M = 1.376, K = 6.17, drag = -1.64
 inner lowering/kT = 14: M = 1.376, K = 6.17, drag = -1.64
Upper-end saddle rule; b3 in hartree, rest dimensionless:
 b3 = 0.000: gamma = 1.00, M ring model = 0.250
   M lattice = 1.37, K = 6.17, J = 8.15
   D/D_self = 6.2, drag ratio = -1.65
 b3 = 0.004: gamma = 2.72, M ring model = 0.805
   M lattice = 3.46, K = 13.14, J = 8.83
   D/D_self = 13.1, drag ratio = -0.34
 b3 = 0.008: gamma = 7.39, M ring model = 2.340
   M lattice = 9.07, K = 31.72, J = 9.16
   D/D_self = 31.4, drag ratio = 0.42
 b3 = 0.012: gamma = 20.09, M ring model = 6.473
   M lattice = 24.09, K = 81.36, J = 9.25
   D/D_self = 79.6, drag ratio = 0.77
 b3 = 0.016: gamma = 54.60, M ring model = 17.291
   M lattice = 63.38, K = 211.17, J = 9.15
   D/D_self = 199.5, drag ratio = 0.91
drag begins at b3 = 0.00547 hartree = 0.149 eV
outer lowering 8 kT: K/(4 gamma) = 0.9997, J = 9.44, drag = 0.9984
relative change, ball radius 6a to 8a = 1.2e-03
mean-of-wells rule, b3 = 0: M = 42.26, drag = 0.83
negative/neutral population at n = n_i: 0.001
Mixed charge states, D relative to its value at n = n_i:
 n/n_i = 1: D ratio = 1.00, drag ratio = -1.52
 n/n_i = 10: D ratio = 2.50, drag ratio = -0.06
 n/n_i = 100: D ratio = 17.46, drag ratio = 0.77
donor flux reverses at n/n_i = 11.0
```
